**Band gap and edge mass of a two-band honeycomb sheet**

For site energies $\pm E_g/2$, nearest-neighbour hopping $-t$ and lattice constant $a$, the smallest gap is $E_g$ at K, and electrons and holes share the mass $m^*=2\hbar^2E_g/(3a^2t^2)$. The program asserts that a periodic real-space sheet reproduces the band formula, the gap, the two valleys and the sublattice character of the edge states. It also asserts that finite-difference masses agree with the formula in four directions and for four parameter sets. For $E_g=7$ eV, $t=2.5$ eV and $a=0.25$ nm, the output gives $m^*=0.910\,m_e$. Further assertions cover warping, nonparabolicity, second-neighbour hopping, orbital overlap, state counting, band filling and the small-gap limit of the tunnelling exponent. An assumed overlap of 0.1 changes the electron and hole masses to 0.70 and $1.23\,m_e$. The electron–hole binding of about 1.8 eV is compared with a second mesh and a variational bound; it rests on an assumed screening length of 1 nm and on the effective-mass approximation.

## Numerical check

```python
# Result under test: a honeycomb sheet with site energies +gap/2 (boron) and
# -gap/2 (nitrogen) and nearest-neighbour hopping -t has its smallest gap at K,
# equal to the site-energy difference, and the band-edge mass
#     m = 2 hbar^2 gap / (3 a^2 t^2)   for electrons and holes alike.
# a: lattice constant (nm); t, gap: eV; wave vectors: 1/nm; s: orbital overlap;
# t_b, t_n: second-neighbour matrix elements on boron and on nitrogen.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import struve, y0

HB2 = const.hbar**2 / const.m_e / const.e * 1e18   # hbar^2/m_e in eV nm^2
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # e^2/(4 pi eps0), eV nm
gap, t, a, temperature = 7.0, 2.5, 0.25, 300.0
kT = const.k * temperature / const.e


def bonds(a):
    return a / np.sqrt(3) * np.array(
        [[0, 1], [np.sqrt(3) / 2, -0.5], [-np.sqrt(3) / 2, -0.5]])


def bands(k, gap, t, a, t_b=0.0, t_n=0.0, s=0.0):
    """Eigenvalues of the Bloch matrix built from explicit neighbour sums."""
    d = bonds(a)
    f = np.exp(1j * d @ k).sum()
    second = sum(np.exp(1j * np.dot(k, d[i] - d[j])).real
                 for i in range(3) for j in range(3) if i != j)
    h = np.array([[gap / 2 + t_b * second, -t * f],
                  [-t * np.conj(f), -gap / 2 + t_n * second]])
    overlap = np.array([[1, s * f], [s * np.conj(f), 1]])
    return eigh(h, overlap, eigvals_only=True)


def k_point(a):
    return np.array([4 * np.pi / (3 * a), 0.0])


def curvature_masses(gap, t, a, angle=0.0, **extra):
    """Electron and hole mass (units of m_e) from finite differences."""
    q = 0.005
    step = q * np.array([np.cos(angle), np.sin(angle)])
    k0 = k_point(a)
    e = [bands(k0 + n * step, gap, t, a, **extra) for n in (-1, 0, 1)]
    second = (e[0] - 2 * e[1] + e[2]) / q**2
    return HB2 / second[1], -HB2 / second[0]


def mass_formula(gap, t, a):
    return 2 * HB2 * gap / (3 * a**2 * t**2)


def f_squared(kx, ky, a):
    return (3 + 2 * np.cos(kx * a)
            + 4 * np.cos(kx * a / 2) * np.cos(np.sqrt(3) * ky * a / 2))


def lattice(a):
    return a * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])


def zone_mesh(n, a):
    recip = 2 * np.pi * np.linalg.inv(lattice(a)).T
    u, v = np.meshgrid(np.arange(n) / n, np.arange(n) / n)
    return (u * recip[0, 0] + v * recip[1, 0],
            u * recip[0, 1] + v * recip[1, 1])


def periodic_sheet(n, gap, t, a):
    """Real-space matrix; neighbours are found by distance alone."""
    cell = lattice(a)
    boron = np.array([i * cell[0] + j * cell[1]
                      for i in range(n) for j in range(n)])
    nitrogen = boron + bonds(a)[0]
    h = np.diag(np.r_[np.full(n*n, gap / 2), np.full(n*n, -gap / 2)])
    for i in (-1, 0, 1):
        for j in (-1, 0, 1):
            shift = n * (i * cell[0] + j * cell[1])
            dist = np.linalg.norm(
                boron[:, None] - nitrogen[None] - shift, axis=2)
            near = np.abs(dist - a / np.sqrt(3)) < 1e-6
            h[:n*n, n*n:] -= t * near
    h[n*n:, :n*n] = h[:n*n, n*n:].T
    return np.linalg.eigh(h)


# Real-space sheet against the band formula, gap, valleys and sublattices
for hop in (t, 1.3):
    energy, vec = periodic_sheet(6, gap, hop, a)
    root = np.sqrt(gap**2 / 4 + hop**2 * f_squared(*zone_mesh(6, a), a))
    expected = np.sort(np.r_[-root.ravel(), root.ravel()])
    assert np.allclose(energy, expected, atol=1e-8)
    sheet_gap = energy[36] - energy[35]
    assert abs(sheet_gap - gap) < 1e-8
    valleys = int(np.sum(np.abs(energy - energy[36]) < 1e-7))
    assert valleys == 2
    boron_weight = np.sum(vec[:36, 36]**2)
    nitrogen_weight = np.sum(vec[36:, 35]**2)
    assert min(boron_weight, nitrogen_weight) > 1 - 1e-8
energy7, _ = periodic_sheet(7, gap, t, a)      # this mesh misses K
gap_without_k = energy7[49] - energy7[48]
assert gap_without_k > gap + 0.01

# Mass: directions, both carriers, and several parameter sets
mass = mass_formula(gap, t, a)
for case in ((gap, t, a), (14.0, 2.5, 0.25), (3.0, 1.5, 0.3), (7.0, 5.0, 0.2)):
    for angle in (0.0, np.pi / 6, np.pi / 4, np.pi / 2):
        found = curvature_masses(*case, angle=angle)
        assert np.allclose(found, mass_formula(*case), rtol=1e-4)
mass_e, mass_h = curvature_masses(gap, t, a)
ratio_gap = curvature_masses(2 * gap, t, a)[0] / mass_e
ratio_hop = curvature_masses(gap, 2 * t, a)[0] / mass_e
hv = np.sqrt(3) * a * t / 2
q_test = 0.01
f_slope = np.sqrt(f_squared(k_point(a)[0] + q_test, 0, a)) / q_test
assert abs(t * f_slope / hv - 1) < 2e-3
assert abs(gap * HB2 / (2 * hv**2) / mass - 1) < 1e-10

# Thermal wave vector: warping and departure from the parabola
q_th = np.sqrt(2 * mass * kT / HB2)
angles = np.linspace(0, 2 * np.pi, 120, endpoint=False)
ring = k_point(a) + q_th * np.c_[np.cos(angles), np.sin(angles)]
relative_f2 = f_squared(ring[:, 0], ring[:, 1], a) / (0.75 * (a * q_th)**2)
warping = (relative_f2.max() - relative_f2.min()) / 2
warping_formula = a * q_th / (2 * np.sqrt(3))
assert abs(warping / warping_formula - 1) < 0.05  # next order is (aq)^2
mean_energy = np.mean([bands(k, gap, t, a)[1] for k in ring]) - gap / 2
lowering = 1 - mean_energy / kT
lowering_formula = (a * q_th)**2 / 16 + kT / gap
assert abs(lowering / lowering_formula - 1) < 0.05

# Second-neighbour hopping and overlap
t2, s = 0.1, 0.1
m2e, m2h = curvature_masses(gap, t, a, t_b=t2, t_n=t2)
inverse = 3 * a**2 / (2 * HB2)
assert abs(m2e * inverse * (t**2 / gap + t2) - 1) < 1e-4
assert abs(m2h * inverse * (t**2 / gap - t2) - 1) < 1e-4
edge = bands(k_point(a), gap, t, a, t_b=t2)
gap_shift = edge[1] - edge[0] - gap
assert abs(gap_shift + 3 * t2) < 1e-9
m_shifted = curvature_masses(gap, t, a, t_b=t2)[0]
assert abs(m_shifted * inverse * (t**2 / (gap + gap_shift) + t2) - 1) < 1e-4
mse, msh = curvature_masses(gap, t, a, s=s)
assert abs(mse / mass * (1 + s * gap / (2 * t))**2 - 1) < 1e-4
assert abs(msh / mass * (1 - s * gap / (2 * t))**2 - 1) < 1e-4
edge_s = bands(k_point(a), gap, t, a, s=s)
assert abs(edge_s[1] - edge_s[0] - gap) < 1e-9

# State count in the full zone against two parabolic valleys with spin
window = 0.1
conduction = np.sqrt(gap**2 / 4 + t**2 * f_squared(*zone_mesh(900, a), a))
cell_area = np.sqrt(3) / 2 * a**2
counted = 2 * np.mean(conduction < gap / 2 + window) / cell_area
parabolic = 2 * mass * window / (np.pi * HB2)
assert abs(counted / parabolic - 1) < 0.05  # nonparabolicity and lattice terms
density = 0.1                                 # 1/nm^2
fermi_zero = np.pi * HB2 * density / (2 * mass)
fermi_level = kT * np.log(np.expm1(fermi_zero / kT))
filled, _ = quad(lambda e: 2 * mass / (np.pi * HB2)
                 / (np.exp((e - fermi_level) / kT) + 1), 0, 40 * kT)
assert abs(filled / density - 1) < 1e-6

# Interband tunnelling along the line through K, in a uniform field
field = 1.0                                   # V/nm


def complex_k(e, gap):
    g = np.sqrt(max(gap**2 / 4 - e**2, 0)) / t
    return 2 * np.arccos((-1 + 1j * g) / 2) / a


def exponent_lattice(gap):
    area, _ = quad(lambda e: abs(complex_k(e, gap).imag), -gap / 2, gap / 2)
    return 2 * area / field


def exponent_linear(gap):
    return np.pi * gap**2 / (4 * hv * field)


kc = np.array([complex_k(1.0, gap), 0])
forward = np.exp(1j * bonds(a) @ kc).sum()
backward = np.exp(-1j * bonds(a) @ kc).sum()
inside = np.linalg.eigvals(np.array([[gap / 2, -t * forward],
                                     [-t * backward, -gap / 2]]))
assert np.min(np.abs(inside - 1.0)) < 1e-8
assert abs(exponent_lattice(0.3) / exponent_linear(0.3) - 1) < 0.01
tunnel, tunnel_linear = exponent_lattice(gap), exponent_linear(gap)

# Electron-hole attraction: Rytova-Keldysh potential, free-standing sheet
screening = 1.0                               # nm
reduced = mass / 2


def attraction(r):
    x = r / screening
    return -COUL * np.pi / (2 * screening) * (struve(0, x) - y0(x))


def pair_state(h, r_max=12.0):
    n = int(round(r_max / h))
    r = (np.arange(n) + 0.5) * h
    kinetic = HB2 / (2 * reduced * h**2)
    off = -kinetic * (r[:-1] + h / 2) / np.sqrt(r[:-1] * r[1:])
    e, v = eigh_tridiagonal(2 * kinetic + attraction(r), off,
                            select='i', select_range=(0, 0))
    return -e[0], np.sum(r * v[:, 0]**2)


def trial_energy(length):
    pot, _ = quad(lambda r: 4 * r / length**2 * np.exp(-2 * r / length)
                  * attraction(r), 0, 20 * length, limit=200)
    return HB2 / (2 * reduced * length**2) + pot


binding_coarse, _ = pair_state(0.01)
binding, radius = pair_state(0.005)
trial = -minimize_scalar(trial_energy, bounds=(0.1, 3), method='bounded').fun
assert abs(binding - binding_coarse) < 0.005
assert trial < binding + 0.002 and trial > 0.9 * binding

print(f"gap parameter = {gap:.2f} eV")
print(f"hopping t = {t:.2f} eV")
print(f"lattice constant a = {a:.3f} nm")
print(f"temperature = {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"hbar^2/m_e = {HB2:.6f} eV nm^2")
print(f"gap of 6x6 periodic sheet (has K) = {sheet_gap:.6f} eV")
print(f"gap of 7x7 periodic sheet (misses K) = {gap_without_k:.4f} eV")
print(f"number of conduction minima = {valleys}")
print(f"hbar v = {hv:.5f} eV nm")
print(f"v = {hv * 1e-9 * const.e / const.hbar:.4e} m/s")
print(f"mass, formula = {mass:.5f} m_e")
print(f"mass, formula = {mass * const.m_e:.4e} kg")
print(f"electron mass, finite difference = {mass_e:.5f} m_e")
print(f"hole mass, finite difference = {mass_h:.5f} m_e")
print(f"mass ratio when gap doubles = {ratio_gap:.4f}")
print(f"mass ratio when hopping doubles = {ratio_hop:.4f}")
print(f"thermal wave vector = {q_th:.4f} 1/nm; a*q = {a*q_th:.4f}")
print(f"warping amplitude of |f|^2 = {100*warping:.2f} %")
print(f"warping amplitude, formula = {100*warping_formula:.2f} %")
print(f"mean energy lowering at kT = {100*lowering:.3f} %")
print(f"mean energy lowering, formula = {100*lowering_formula:.3f} %")
print(f"assumed second-neighbour element = {t2:.2f} eV")
print(f"electron mass with it on B and N = {m2e:.4f} m_e")
print(f"hole mass with it on B and N = {m2h:.4f} m_e")
print(f"gap shift if on boron only = {gap_shift:.3f} eV")
print(f"assumed overlap s = {s:.2f}")
print(f"electron mass with overlap = {mse:.4f} m_e")
print(f"hole mass with overlap = {msh:.4f} m_e")
print(f"states within {window:.1f} eV, counted = {counted:.4f} 1/nm^2")
print(f"states within {window:.1f} eV, parabolic = {parabolic:.4f} 1/nm^2")
print(f"sheet density = {density*1e14:.1e} 1/cm^2")
print(f"Fermi energy at 0 K above edge = {1e3*fermi_zero:.2f} meV")
print(f"Fermi level at 300 K from edge = {1e3*fermi_level:.2f} meV")
print(f"field = {field*10:.1f} MV/cm")
print(f"tunnelling exponent, lattice band = {tunnel:.2f}")
print(f"tunnelling exponent, linearized = {tunnel_linear:.2f}")
print(f"log10 of tunnelling factor = {-tunnel/np.log(10):.1f}")
print(f"assumed screening length = {screening:.1f} nm")
print(f"pair binding energy = {binding:.3f} eV")
print(f"binding shift on halving mesh = {1e3*(binding-binding_coarse):.3f} meV")
print(f"variational binding (lower bound) = {trial:.3f} eV")
print(f"mean electron-hole distance = {radius:.3f} nm")
print(f"optical gap estimate = {gap-binding:.2f} eV")
print("verified")
```

Running it gives:

```
gap parameter = 7.00 eV
hopping t = 2.50 eV
lattice constant a = 0.250 nm
temperature = 300 K; kT = 0.02585 eV
hbar^2/m_e = 0.076200 eV nm^2
gap of 6x6 periodic sheet (has K) = 7.000000 eV
gap of 7x7 periodic sheet (misses K) = 7.5299 eV
number of conduction minima = 2
hbar v = 0.54127 eV nm
v = 8.2233e+05 m/s
mass, formula = 0.91033 m_e
mass, formula = 8.2926e-31 kg
electron mass, finite difference = 0.91033 m_e
hole mass, finite difference = 0.91033 m_e
mass ratio when gap doubles = 2.0000
mass ratio when hopping doubles = 0.2500
thermal wave vector = 0.7859 1/nm; a*q = 0.1965
warping amplitude of |f|^2 = 5.66 %
warping amplitude, formula = 5.67 %
mean energy lowering at kT = 0.606 %
mean energy lowering, formula = 0.611 %
assumed second-neighbour element = 0.10 eV
electron mass with it on B and N = 0.8186 m_e
hole mass with it on B and N = 1.0251 m_e
gap shift if on boron only = -0.300 eV
assumed overlap s = 0.10
electron mass with overlap = 0.7005 m_e
hole mass with overlap = 1.2308 m_e
states within 0.1 eV, counted = 0.7865 1/nm^2
states within 0.1 eV, parabolic = 0.7605 1/nm^2
sheet density = 1.0e+13 1/cm^2
Fermi energy at 0 K above edge = 13.15 meV
Fermi level at 300 K from edge = -10.63 meV
field = 10.0 MV/cm
tunnelling exponent, lattice band = 63.68
tunnelling exponent, linearized = 71.10
log10 of tunnelling factor = -27.7
assumed screening length = 1.0 nm
pair binding energy = 1.820 eV
binding shift on halving mesh = -0.404 meV
variational binding (lower bound) = 1.779 eV
mean electron-hole distance = 0.348 nm
optical gap estimate = 5.18 eV
verified
```
